\section*{Intrinsic thermal Hall effect of non-interacting magnons in a honeycomb ferromagnet, part 2}

We seek the thermal Hall conductivity of non-interacting magnons in a honeycomb ferromagnet: spins $S$ along $+z$, nearest-neighbour exchange $J$, second-neighbour Dzyaloshinskii--Moriya (DM) coupling $D$, field or easy-axis gap $h$. Per layer, $j_\mu=-\kappa_{\mu\nu}\partial_\nu T$, with $\mathbf j$ the energy current per unit length; $\rho(\xi)=1/(e^{\xi}-1)$; the nearest-neighbour distance is $a=1$. Sublattice $A$ lies at $\mathbf R$, $B$ at $\mathbf R+\boldsymbol\delta_1$; the $\boldsymbol\delta_a$ lead from $A$ to its three $B$ neighbours, and the $\mathbf b_a$ are second-neighbour vectors.

The main model, in (f) with $S=2$, $J=1$ meV, $D=0.1$ meV, $h=0.5$ meV, conserves magnon number. The variant adds $E\sum_i[(S_i^x)^2-(S_i^y)^2]$, hence a pairing $\Delta=2ES$, and has exchange $J_1$ along $\boldsymbol\delta_1$.

The Hamiltonian is $\tfrac12\sum_{\mathbf k}\Psi_{\mathbf k}^\dagger H(\mathbf k)\Psi_{\mathbf k}$, with $\Psi_{\mathbf k}=(a_{\mathbf k},a^\dagger_{-\mathbf k})$, $N=2$ sites per cell and site positions $\mathbf r_i$ in the Bloch phases. Here $\sigma_3=\mathrm{diag}(1_N,-1_N)$, and $\sigma_1$ exchanges the halves of $\Psi$. In the main model the two bands $\varepsilon_\pm$ have mean $\varepsilon_0=3JS+h$.

Modes obey $\sigma_3Ht_m=E_mt_m$. The matrix $T$ has columns $t_m$, and $\sigma_m=\mathrm{sgn}\,E_m$. Magnons ($n\le N$, $E_n=\varepsilon_n>0$) come first, then holes $t_{n+N}(\mathbf k)=\sigma_1t_n(-\mathbf k)^*$:
\begin{equation}
T^\dagger\sigma_3T=\sigma_3,\qquad T\sigma_3T^\dagger=\sigma_3,\qquad t_m^\dagger H=E_m\,t_m^\dagger\sigma_3 .
\label{eq:para}
\end{equation}
\begin{equation}
\sigma_3H(\mathbf k)\,\sigma_1t_n(-\mathbf k)^*=-\sigma_1\left[\sigma_3H(-\mathbf k)t_n(-\mathbf k)\right]^*=-\varepsilon_n(-\mathbf k)\,\sigma_1t_n(-\mathbf k)^* .
\label{eq:hole}
\end{equation}
For $\hat A=\tfrac12\Psi^\dagger A\Psi$, with $A$ Hermitian and $\sigma_1A^T\sigma_1=A$,
\begin{equation}
[\Psi_i,\hat A]=\tfrac12(\sigma_3A\Psi)_i+\tfrac12(\sigma_3\sigma_1A^T\sigma_1\Psi)_i=(\sigma_3A\Psi)_i .
\label{eq:comm1}
\end{equation}
With $\partial_\mu=\partial/\partial k_\mu$, the connection (which changes by $-\partial_\mu\chi$ under $t_n\to e^{i\chi}t_n$) and curvature are
\begin{equation}
A_{n\mu}=i\sigma_n\,t_n^\dagger\sigma_3\partial_\mu t_n,\qquad
\Omega_n=\partial_xA_{ny}-\partial_yA_{nx}=i\sigma_n\left(\partial_xt_n^\dagger\sigma_3\partial_yt_n-\partial_yt_n^\dagger\sigma_3\partial_xt_n\right).
\label{eq:Omega}
\end{equation}

Bond energies are shared equally between sites, giving site energies $\hat h_i$. For slowly varying $f$, $\sum_if(\mathbf r_i)\hat h_i$ has matrix $\tfrac12\{f,H\}$ and assigns $f(\mathbf r_c)\varepsilon_n$ to a packet with centre of energy $\mathbf r_c$. The energy dipole is $P_\mu=\tfrac12\{r_\mu,H\}$. Scaling all couplings by $\lambda(\mathbf r)$ gives $H_\lambda=\tfrac12\{\lambda,H\}$ and, for the packet centre,
\begin{equation}
\dot x=\frac{\lambda}{\hbar}\partial_x\varepsilon_n-\dot k_y\Omega_n,\qquad \dot y=\frac{\lambda}{\hbar}\partial_y\varepsilon_n+\dot k_x\Omega_n,\qquad \hbar\dot{\mathbf k}=-\varepsilon_n\nabla\lambda ,
\label{eq:eom}
\end{equation}
with phase-space density $d^2r\,d^2k/(2\pi)^2$ and velocity corrections of order $(\nabla\lambda)^2$ or $\nabla^2\lambda$.

\section*{(d) Curvature as a sum over states, and sum rules}

\emph{Express $\Omega_n$ through matrix elements of $\partial_\mu H$. Relate hole and particle curvatures, find the sum of the Chern numbers of the $N$ magnon bands, and determine how $\Omega_n$ changes if the Bloch phases use cell positions instead of site positions.}

\paragraph{Solution.} Differentiate $Ht_n=E_n\sigma_3t_n$ and multiply by $t_m^\dagger$ with $m\neq n$. The term with $\partial_\mu E_n$ vanishes by orthogonality and $t_m^\dagger H=E_mt_m^\dagger\sigma_3$, so
\begin{equation}
t_m^\dagger\sigma_3\partial_\mu t_n=\frac{V^\mu_{mn}}{E_n-E_m},\qquad V^\mu=T^\dagger(\partial_\mu H)T .
\label{eq:off}
\end{equation}
For $m=n$ the terms with $\partial_\mu t_n$ cancel, which gives $V^\mu_{nn}=\sigma_n\partial_\mu E_n$. From \eqref{eq:para}, $\sigma_3=\sigma_3(T\sigma_3T^\dagger)\sigma_3=\sum_m\sigma_m\,\sigma_3t_mt_m^\dagger\sigma_3$. Insert this in \eqref{eq:Omega}, written as $\Omega_n=-2\sigma_n\,\mathrm{Im}\,\partial_xt_n^\dagger\sigma_3\partial_yt_n$. The term $m=n$ is $(t_n^\dagger\sigma_3\partial_xt_n)^*(t_n^\dagger\sigma_3\partial_yt_n)$, a product of two imaginary numbers, and is real. The others follow from \eqref{eq:off} and $(V^x_{mn})^*=V^x_{nm}$:
\begin{equation}
\Omega_n=-2\sum_{m\neq n}\sigma_n\sigma_m\frac{\mathrm{Im}\,V^x_{nm}V^y_{mn}}{(E_n-E_m)^2}.
\label{eq:sos}
\end{equation}
The sum runs over all $2N$ columns. A magnon band receives contributions from holes with a minus sign and denominator $[\varepsilon_n(\mathbf k)+\varepsilon_m(-\mathbf k)]^2$. Exchanging $n$ and $m$ conjugates $V^x_{nm}V^y_{mn}$, so the summand is antisymmetric and $\sum_{n=1}^{2N}\Omega_n=0$ at each $\mathbf k$. The sum over the $N$ magnon bands alone need not vanish pointwise when $\Delta\ne0$.

For a hole, \eqref{eq:hole} and $\sigma_1\sigma_3\sigma_1=-\sigma_3$ give $A_{n+N,\mu}(\mathbf k)=i\,t_n^T\sigma_3\,\partial_\mu[t_n(-\mathbf k)^*]=-i\,(t_n^\dagger\sigma_3\partial_\mu t_n)^*\big|_{-\mathbf k}$. Since $t_n^\dagger\sigma_3\partial_\mu t_n=-iA_{n\mu}$, this equals $A_{n\mu}(-\mathbf k)$. Taking the curl brings one more sign from the argument, so $\Omega_{n+N}(\mathbf k)=-\Omega_n(-\mathbf k)$. In the variant the program tests \eqref{eq:sos} against the phase of $\prod t^\dagger\sigma_3t'$ around small plaquettes, to $10^{-4}$ of the largest curvature sampled, and tests both sum rules.

Cell phases replace $\mathbf r_i$ by $\mathbf R$. The matrix becomes $H^{c}=\mathcal UH\mathcal U^\dagger$ with $\mathcal U=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_s})$, $\boldsymbol\tau_A=0$, $\boldsymbol\tau_B=\boldsymbol\delta_1$, and it is periodic in $\mathbf k$. With $t^c=\mathcal Ut$ and $i\,\mathcal U^\dagger\partial_\mu\mathcal U=-\tau_\mu$,
\begin{equation}
\mathbf A^c_n=\mathbf A_n-\boldsymbol\delta_1w_n,\qquad \Omega^c_n=\Omega_n+\partial_yw_n,\qquad w_n=t_n^\dagger\sigma_3\Pi_Bt_n,
\label{eq:cell}
\end{equation}
where $\Pi_B$ projects on sublattice $B$. The weight $w_n$ is the same for $t$ and $t^c$ and is periodic, so the zone integrals of $\Omega_n$ and $\Omega_n^c$ agree, while the two functions differ pointwise. The Chern number $C_n=\frac1{2\pi}\int d^2k\,\Omega_n$ can thus be studied with periodic vectors. Cover the zone, a torus, with patches on which $t_n^c$ is smooth. Stokes' theorem turns the integral into line integrals of $\mathbf A^c$ around the patches; on shared borders only the gradient of the relative phase $\chi$ survives, and its total is a multiple of $2\pi$. So $C_n$ is an integer.

For the sum over magnon bands collect the $N$ positive columns in $T_p=\binom{u}{v}$ with $N\times N$ blocks, in cell phases. The normalization is $u^\dagger u-v^\dagger v=1$, so $u^\dagger u\ge1$ and $u$ is invertible at every $\mathbf k$. The matrix $Y=u^{-1}(uu^\dagger)^{1/2}$ is unitary, since $Y^\dagger Y=(uu^\dagger)^{1/2}(uu^\dagger)^{-1}(uu^\dagger)^{1/2}=1$. The frame
\begin{equation}
T_pY=\binom{1}{vu^{-1}}(uu^\dagger)^{1/2}
\end{equation}
depends only on $vu^{-1}$ and $uu^\dagger$, which do not change when the columns of $T_p$ are rephased, so it is smooth and periodic over the whole zone. Its total connection is $i\,\mathrm{tr}\,(T_pY)^\dagger\sigma_3\partial_\mu(T_pY)=\sum_nA^c_{n\mu}+i\,\partial_\mu\ln\det Y$, which has the same curl as $\sum_nA^c_{n\mu}$. The zone integral of the curl of a smooth periodic field vanishes:
\begin{equation}
\sum_{n\le N}C_n=0 .
\label{eq:sumC}
\end{equation}
The indefinite metric, which keeps $u$ invertible, is what makes this hold for stable bosons.

\section*{(e) The thermal Hall conductivity}

\emph{Confine a strip by two walls in which $\lambda$ rises smoothly from $1$ to a value large enough to freeze out all magnons. Let the temperature vary across the strip, slowly on the scale of the wall width. Find the net energy current along the strip, and from it $\kappa_{xy}$ as a single zone integral. Give the weight function in closed form with its limits.}

\paragraph{Solution.} Let the strip run along $y$, with walls at left and right and bulk width $W$. The total energy current is the time derivative of the energy dipole. For one packet the dipole is its conserved energy $\lambda\varepsilon_n$ times its centre, so its total current is $\lambda\varepsilon_n\dot y$. Circulation of energy inside the packet alters the local current density but has zero spatial integral and cannot enter the net flow through a cross-section.

The occupation requires care at the order of interest. Local equilibrium is the state $\exp[-\sum_i\beta(x_i)\hat h_i]$ with $\beta=1/k_BT$. By the expansion used for $\lambda$ in (c), the exponent assigns to a packet the value $\beta(x_c)\lambda(x_c)\varepsilon_n$, with $x_c$ the centre of energy, and the occupation is $\rho(\lambda\varepsilon_n/k_BT(x_c))$. Evaluating $T$ at a point displaced by a $\mathbf k$-dependent lattice distance would change the current at first order in $\partial T/\partial x$. The steady state is taken to be diagonal in the band index, because coherences between bands oscillate at the interband frequencies and average out. The departure from local equilibrium caused by the drift $\dot x\,\partial T/\partial x$ gives, for a relaxation time depending on energy, a current proportional to $\int\varepsilon^2\,\partial_\mu\varepsilon\,\partial_\nu\varepsilon\,\rho'$ times that time, which is symmetric in $\mu\nu$ and is no Hall effect. Skew scattering and side jumps are outside the present treatment, which gives the intrinsic part. The vacuum of $H_\lambda$ carries no net current: by (f) below the diagonal current element of a strip mode is $\sigma_m\partial_y(E_m^2/2)/\hbar$, whose integral over $k_y$ vanishes.

From \eqref{eq:eom}, $\dot y=\lambda\partial_y\varepsilon_n/\hbar-\varepsilon_n\lambda'\Omega_n/\hbar$ with $\lambda'=d\lambda/dx$. The net current through a cross-section is
\begin{equation}
\mathcal J_y=\sum_{n\le N}\int dx\int\!\frac{d^2k}{(2\pi)^2}\,\lambda\varepsilon_n\,\rho\!\left(\frac{\lambda\varepsilon_n}{k_BT(x)}\right)\frac1\hbar\left[\lambda\,\partial_y\varepsilon_n-\varepsilon_n\lambda'\,\Omega_n\right].
\end{equation}
At fixed $x$ the first term is a function of $\varepsilon_n$ times $\partial_y\varepsilon_n$, a total derivative of a periodic function, and vanishes. The second lives in the walls, where $T$ is constant. At fixed $\mathbf k$ put $\epsilon=\lambda\varepsilon_n$, $d\epsilon=\varepsilon_n\lambda'dx$. In the right wall $\epsilon$ runs from $\varepsilon_n$ to infinity, in the left wall the other way:
\begin{equation}
\mathcal J_y=I(T_R)-I(T_L),\qquad I(T)=-\frac1\hbar\sum_{n\le N}\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_n\int_{\varepsilon_n}^\infty\epsilon\,\rho\!\left(\frac{\epsilon}{k_BT}\right)d\epsilon .
\end{equation}
The shape of the wall has dropped out. The corrections of order $\lambda'^2$ and $\lambda''$ noted in (c) integrate across the wall to an amount inversely proportional to its width and vanish for a wide wall. With $T_R-T_L=W\,\partial T/\partial x$ the mean current density is $j_y=I'(T)\,\partial T/\partial x$, so $\kappa_{yx}=-I'$. For walls normal to $y$, \eqref{eq:eom} gives the anomalous velocity $\dot x=+\varepsilon_n\lambda'\Omega_n/\hbar$, the opposite sign, so $j_x=-I'\,\partial T/\partial y$ and $\kappa_{xy}=+I'(T)=-\kappa_{yx}$.

With $t=\epsilon/k_BT$ one has $\partial_T\rho=-\rho'(t)\,t/T$. Setting $\xi=\varepsilon_n/k_BT$,
\begin{equation}
\partial_T\int_{\varepsilon_n}^\infty\epsilon\rho\,d\epsilon=k_B^2T\int_\xi^\infty t^2\left[-\rho'(t)\right]dt=k_B^2T\int_0^{\rho(\xi)}\ln^2\!\left(1+\frac1s\right)ds\equiv k_B^2T\,c_2 ,
\label{eq:c2def}
\end{equation}
where $s=\rho(t)$, so that $t=\ln(1+1/s)$, $ds=\rho'dt$, and $t\to\infty$ maps to $s=0$. The result is
\begin{equation}
\kappa_{xy}=-\frac{k_B^2T}{\hbar}\sum_{n\le N}\int\!\frac{d^2k}{(2\pi)^2}\,c_2(\rho_n)\,\Omega_n(\mathbf k),\qquad \rho_n=\rho(\varepsilon_n/k_BT).
\label{eq:kappa}
\end{equation}
It has units of W/K per layer; a stack of uncoupled layers has this value divided by the spacing. A state of wavevector $\mathbf k$ and bulk energy $\varepsilon_n$ occurs at every depth in the wall, with energy $\epsilon=\lambda\varepsilon_n$ running from $\varepsilon_n$ upward, which is why the weight is an integral from $\xi$ to infinity.

The closed form is
\begin{equation}
c_2(\rho)=(1+\rho)\ln^2\frac{1+\rho}{\rho}-\ln^2\rho-2\,\mathrm{Li}_2(-\rho),\qquad \mathrm{Li}_2(z)=-\int_0^z\frac{\ln(1-u)}{u}du .
\end{equation}
To verify it, use $\xi=\ln(1+\rho)-\ln\rho$ and $d\xi/d\rho=-1/[\rho(1+\rho)]$. The three terms have derivatives $\xi^2-2\xi/\rho$, $-2\ln\rho/\rho$ and $+2\ln(1+\rho)/\rho$; their sum is $\xi^2+(2/\rho)[\ln(1+\rho)-\ln\rho-\xi]=\xi^2$, the integrand of \eqref{eq:c2def}. As $\rho\to0$, $\xi^2-\ln^2\rho=\ln^2(1+\rho)-2\ln(1+\rho)\ln\rho\to0$, $\rho\xi^2\to0$ and $\mathrm{Li}_2\to0$, which fixes the constant.

At $\xi=0$, integration by parts gives $\int_0^\infty t^2(-\rho')dt=2\int_0^\infty t\rho\,dt=2\sum_{m\ge1}m^{-2}=\pi^2/3$, from $\rho=\sum_{m\ge1}e^{-mt}$. Since $-\rho'=1/[4\sinh^2(t/2)]$, the integrand is $1-t^2/12+\dots$ at small $t$, and it is $t^2e^{-t}$ to leading order at large $t$. Therefore
\begin{equation}
c_2=\frac{\pi^2}{3}-\xi+\frac{\xi^3}{36}-\dots\quad(\xi\ll1),\qquad c_2\simeq(\xi^2+2\xi+2)e^{-\xi}\quad(\xi\gg1),
\label{eq:c2lim}
\end{equation}
and $c_2$ falls monotonically with $\xi$. The program tests the closed form against both integrals in \eqref{eq:c2def}, the temperature derivative by finite differences, and the leading forms of both limits. By \eqref{eq:sumC} a constant added to $c_2$ does not change \eqref{eq:kappa}, so $c_2-\pi^2/3$ is an equivalent weight. If a band had $\xi\ll1$ everywhere and all others $\xi\gg1$, \eqref{eq:kappa} would approach $-C\,(\pi^2/3)k_B^2T/(2\pi\hbar)$. That needs a gap above the band far larger than the band's own top energy (for a group of low bands below such a gap, $C$ is the sum of their Chern numbers); without such a gap $\kappa_{xy}$ is a weighted curvature and is not quantized.

\section*{(f) A quantum linear-response check}

\emph{The derivation in (e) used smooth walls and wave packets. Set up an independent calculation of $T\kappa_{xy}$ from the response to a field $\psi(x)=\eta x$ that couples to the energy density, keeping every term of first order in $\eta$. Use $\hbar=k_B=1$. Compare with (e), and use the variant to decide whether the metric and the choice of Bloch phases matter.}

\paragraph{Solution.} This is Luttinger's method. The perturbed matrix is $H_\psi=\tfrac12\{1+\psi,H\}$. The equilibrium state of $H_\psi$ at temperature $T_0$ is the local-equilibrium state with $T(x)=T_0/(1+\psi)$, that is $\nabla T/T=-\nabla\psi$ at first order, and it carries no net current. A current linear in the two gradients must therefore have the form $j_\mu=-T\kappa_{\mu\nu}(\partial_\nu T/T+\partial_\nu\psi)$. At uniform $T$, $j_y=-T\kappa_{yx}\eta=T\kappa_{xy}\eta$ for the antisymmetric part.

From \eqref{eq:comm1} and its adjoint $[\Psi^\dagger,\hat B]=-\Psi^\dagger B\sigma_3$,
\begin{equation}
[\hat A,\hat B]=\tfrac12\Psi^\dagger A[\Psi,\hat B]+\tfrac12[\Psi^\dagger,\hat B]A\Psi=\tfrac12\Psi^\dagger(A\sigma_3B-B\sigma_3A)\Psi .
\end{equation}
The current $\hat J_\mu=i[\hat H,\hat P_\mu]$ has the matrix $J_\mu=i(H\sigma_3P_\mu-P_\mu\sigma_3H)$. With $P_\mu=\tfrac12(r_\mu H+Hr_\mu)$ the two terms $H\sigma_3r_\mu H$ and $Hr_\mu\sigma_3H$ cancel because $r_\mu$ commutes with $\sigma_3$, leaving
\begin{equation}
J_\mu=\tfrac i2[H\sigma_3H,r_\mu]=\tfrac12(v_\mu\sigma_3H+H\sigma_3v_\mu),\qquad v_\mu=i[H,r_\mu].
\end{equation}
The element $(v_\mu)_{ij}=iH_{ij}(r_j-r_i)_\mu$ has the Bloch form $\partial_\mu H(\mathbf k)$ with site phases. Using $\sigma_3Ht_n=E_nt_n$ and its adjoint on the two forms of $J_\mu$,
\begin{equation}
\tilde J^\mu_{mn}=\tfrac12(E_m+E_n)V^\mu_{mn}=i(E_m-E_n)\tilde P^\mu_{mn}.
\label{eq:Jmn}
\end{equation}
The diagonal element is $E_mV^\mu_{mm}=\sigma_m\partial_\mu(E_m^2/2)$, as used in (e).

Two things change at first order in $\eta$: the state and the current operator. For the state, let $G_{ji}=\langle\Psi_i^\dagger\Psi_j\rangle$, so $\langle\hat B\rangle=\tfrac12\mathrm{tr}\,BG$, and write $G=TgT^\dagger$. In equilibrium $g$ is diagonal, with $\rho(\varepsilon/T)$ for particles and $1+\rho(\varepsilon/T)=-\rho(-\varepsilon/T)$ for holes; both are $g_m=\sigma_mn_m$ with $n_m=\rho(E_m/T)$. Under $H+A$ the Heisenberg equation gives $i\dot G=\sigma_3(H+A)G-G(H+A)\sigma_3$. With $T^{-1}\sigma_3AT=\sigma_3\tilde A$, the stationary first-order solution reached by slow switching obeys $(E_m-E_n)\delta g_{mn}+\sigma_m\tilde A_{mn}g_n-g_m\tilde A_{mn}\sigma_n=0$, so
\begin{equation}
\delta\langle\hat B\rangle=\tfrac12\sum_{m\ne n}\sigma_m\sigma_n\tilde B_{nm}\tilde A_{mn}\frac{n_n-n_m}{E_n-E_m}.
\end{equation}
Take $A=\eta P_x$, $B=J_y$, and $\tilde P^x_{mn}$ from \eqref{eq:Jmn}; the denominators combine as $1/[i(E_m-E_n)(E_n-E_m)]=i/(E_n-E_m)^2$. Per unit area and per $\eta$,
\begin{equation}
K=\tfrac12\int\!\frac{d^2k}{(2\pi)^2}\sum_{m\neq n}\sigma_n\sigma_m\,\frac{i\,\tilde J^y_{nm}\tilde J^x_{mn}\,(n_n-n_m)}{(E_n-E_m)^2}.
\label{eq:K}
\end{equation}
The intraband part of $P_x$ accelerates the packets, $\dot k_x=-\eta\varepsilon_n$, and yields the symmetric response discussed in (e); it is left out.

For the operator, the current of $H_\psi$ is $\tfrac12(v_\psi\sigma_3H_\psi+H_\psi\sigma_3v_\psi)$ with $v_\psi=i[H_\psi,y]=\tfrac12\{1+\psi,v_y\}$, because $\psi(x)$ commutes with $y$. Its first-order part is
\begin{equation}
\delta J_y=\tfrac\eta2\left(v_y\sigma_3\tfrac12\{x,H\}+\tfrac12\{x,v_y\}\sigma_3H+\text{h.c.}\right),\qquad C=\frac{\langle\delta\hat J_y\rangle}{\eta\times\text{area}},
\end{equation}
averaged in the unperturbed state. A shift of the origin of $x$ by $x_0$ adds $2\eta x_0\langle\hat J_y\rangle=0$. The average is a first moment in $x$ of equilibrium currents; opposite currents on two edges a distance $W$ apart give a moment proportional to $W$, so $C$ stays finite for a wide sample, and evaluating it directly from this definition requires a sample with edges. The statement to be checked is
\begin{equation}
T\kappa_{xy}=K+C .
\label{eq:KC}
\end{equation}
The program computes $K$ on a bulk mesh and $C$ by diagonalizing strips cut sharply from the lattice, taking the difference between strips of 30 and 22 rows to remove the part independent of width. Neither calculation uses $\Omega_n$ or $c_2$. No analytic proof of \eqref{eq:KC} for sharp edges is given here; the equality is established numerically for the two parameter sets.

For the main model with the parameters of (i), at $T=20$ K the output gives $K=0.4458432$, $C=-0.1022206$, their sum $0.3436226$, and $T\kappa_{xy}=0.3436226$ from \eqref{eq:kappa}, all in meV$^2$. The test demands agreement to $10^{-4}$ relative to $T\kappa_{xy}$ at 10, 20 and 30 K, and that $K$ alone miss by more than one per cent. The form of $K$ shows why it misses. For $\Delta=0$ the holes duplicate the particles and remove the factor $\tfrac12$; collecting the terms in $n_n$ gives $i\,n_n(V^y_{nm}V^x_{mn}-\text{c.c.})=2n_n\,\mathrm{Im}V^x_{nm}V^y_{mn}$, and for two bands $\tfrac12(\varepsilon_++\varepsilon_-)=\varepsilon_0$. Comparison with \eqref{eq:sos} yields $K=-\varepsilon_0^2\sum_n\int\frac{d^2k}{(2\pi)^2}\rho_n\Omega_n$, whereas integrating \eqref{eq:c2def} by parts gives $T\kappa_{xy}=-\sum_n\int\frac{d^2k}{(2\pi)^2}\Omega_n[\varepsilon_n^2\rho_n+2\int_{\varepsilon_n}^\infty\epsilon\rho\,d\epsilon]$. The signs agree and the weights do not.

The variant has $S=1$, $J=1$, $J_1=1.4$, $D=0.2$, $h=1.4$, $\Delta=1$ meV, with gap $\sqrt{1.4^2-1^2}=0.980$ meV at $\mathbf k=0$ and Chern numbers $-1$ and $+1$, in accord with \eqref{eq:sumC}. At $k_BT=2$ meV, $K=0.5954886$ and $C=-0.0889213$ add to $0.506567$, equal to $T\kappa_{xy}$; the test tolerance is $2\times10^{-5}$ relative to $T\kappa_{xy}$ at 1 and 2 meV. Raising the on-site energy of the outermost rows leaves $C$ unchanged within the same tolerance. At $k_BT=0.05$ meV no magnons are excited, yet $K=7.151\times10^{-4}$ meV$^2$, from the particle--hole terms of \eqref{eq:K}, where $n_n-n_m=\pm1$. A formula $\kappa=K/T$ would diverge as $T\to0$. The cancellation by $C=-7.151\times10^{-4}$ meV$^2$ can be derived: at $T=0$ only transitions across the particle--hole gap occur, slow switching carries the vacuum of $H$ into that of $H_\psi$, and the latter has zero net current. The printed $K+C$ and $T\kappa_{xy}$ at this temperature are both below $10^{-14}$ meV$^2$; the test requires $|K+C|<10^{-7}$ meV$^2$.

At $k_BT=2$ meV the $\sigma_3$ curvature gives $\kappa_{xy}=0.25328$ in units $k_B\,\mathrm{meV}/\hbar$. Replacing it by the curvature of the unit vector $t_n/|t_n|$ in the ordinary metric gives $0.25274$, an error of $-2.1\times10^{-3}$ relative to the $\sigma_3$ value and about a hundred times the tolerance of the check. Both connections shift by $-\partial_\mu\chi$ under rephasing, so their difference is a gauge-invariant periodic field and the Chern numbers cannot tell them apart. The difference is second order in the lower half $v$ of $t_n$, since the two metrics differ only in the sign given to $v$; its curl also has zero zone integral for each band, so local differences of curvature of either sign partly cancel in $\kappa_{xy}$. Cell phases give $0.23480$, an error of $-7.3\times10^{-2}$ relative to the same value. By \eqref{eq:cell} the error is $-T\sum_n\int\frac{d^2k}{(2\pi)^2}c_2\,\partial_yw_n$, a component of the vector $\int c_2\,\partial_{\mathbf k}w_n$. For $J_1=J$ the matrix $H(\mathbf k)$ is unchanged by a $120^\circ$ rotation of $\mathbf k$, which permutes the $\boldsymbol\delta_a$ and the $\mathbf b_a$; the vector must then equal its rotated image and vanishes. The unequal bond removes that protection.

The intrinsic $\kappa_{xy}$ is now a single zone integral over the curvature, derived for smooth walls and confirmed numerically by linear response for two parameter sets. It remains to work out the curvature of the honeycomb DM ferromagnet, the low- and high-temperature limits, and the numbers.
